# Positive, current-conserving simulation of photodiode saturation with Poisson and upwind drift

## Two cells by hand

Take a light-absorbing layer of width 2, cut into two cells of width \(h=1\). Set the elementary charge \(q\), the permittivity \(\varepsilon\) and both mobilities to 1, so that a carrier moves at speed \(v=E\). Hold the voltage across the layer at \(V=2\). The field \(E\) points to the right: holes drift right and leave at the right contact, electrons drift left and leave at the left contact. Neither contact injects carriers.

A light flash has left electron and hole densities \(n=p=0.5\) in both cells. The layer is neutral, so \(E=1\) at all three faces (left contact, middle, right contact).

Each face receives carriers from the cell they are leaving. This is the upwind, or donor-cell, rule. The particle fluxes, counted positive to the right, are

\[
F_p=(0,\;0.5,\;0.5),\qquad F_n=(-0.5,\;-0.5,\;0).
\]

Electrons carry negative charge, so the conduction current is \(J_c=F_p-F_n=(0.5,\,1,\,0.5)\). It differs from face to face.

Advance by \(\Delta t=0.5\). A cell changes by \(-\Delta t/h\) times right flux minus left flux:

\[
p=(0.25,\;0.5),\qquad n=(0.5,\;0.25).
\]

The left cell now has charge \(-0.25\) and the right cell \(+0.25\). By Gauss's law the field falls by 0.25 across the left cell and rises by 0.25 across the right one. If the left contact field is \(E_0\), the face fields are \((E_0,E_0-0.25,E_0)\). A contact face represents half a cell width, the middle face a full one, so

\[
2=\tfrac12E_0+(E_0-0.25)+\tfrac12E_0
\quad\Rightarrow\quad E=(1.125,\;0.875,\;1.125).
\]

Add the displacement current \(\varepsilon\,\Delta E/\Delta t\):

\[
0.5+\frac{0.125}{0.5}=0.75,\qquad
1-\frac{0.125}{0.5}=0.75,\qquad
0.5+\frac{0.125}{0.5}=0.75 .
\]

The total current is the same at every face. It is the current in the external wire.

Two different things go wrong if the step is too long. With \(\Delta t=1.25\), the left cell would hold \(0.5-1.25\times0.5=-0.125\) holes: more left than were present. Now restore \(\Delta t=0.5\) but raise both densities to 6. The densities become \(p=(3,6)\), \(n=(6,3)\), all positive. Yet the charge of the left cell is \(-3\), the voltage condition gives \(2E_0-3=2\), and the middle field is \(2.5-3=-0.5\). Charge separation has overshot and reversed the field. In an explicit scheme like this one, a reliable step must respect both carrier transit and dielectric relaxation.

## The general model

Let the absorber occupy \(0<x<W\), with area \(A\) and pair generation rate \(g\). Carrier speeds depend on the local field,

\[
v_a(E)=\frac{\mu_aE}{1+\mu_a|E|/v_{s,a}},\qquad a=n,p,
\]

where \(\mu_a\) is the low-field mobility and \(v_{s,a}\) the saturation speed. Diffusion and recombination are omitted at first. Then

\[
\partial_tp+\partial_x(v_pp)=g,\quad
\partial_tn-\partial_x(v_nn)=g,\quad
\varepsilon\,\partial_xE=q(p-n).
\]

A source \(V_s\) feeds the diode through a resistor \(R\). The diode voltage is \(V=\int_0^W E\,dx=V_s-RAJ\), with \(J\) the terminal current density.

Use \(M\) cells, \(h=W/M\), and faces \(j=0,\ldots,M\). Potentials belong to cell centres and contacts. Neighbouring centres are \(h\) apart, but a contact is \(h/2\) from the nearest centre. Summing the potential drops gives

\[
V=h\sum_{j=0}^{M}w_jE_j,\qquad w_0=w_M=\tfrac12,\quad w_j=1\text{ otherwise}.
\]

Gauss's law gives \(E_j=E_0+S_j\), where \(S_j=(qh/\varepsilon)\sum_{i\le j}(p_i-n_i)\) and \(S_0=0\). Since \(h\sum_jw_j=W\),

\[
E_j=\frac VW+S_j-\frac hW\sum_kw_kS_k .
\]

This is the full Poisson solution in one dimension. For random charges in 30 cells it agreed with a separate matrix solution for the potential to a relative error of \(4\times10^{-15}\).

### Why the terminal current is continuous

Write L and R for the left and right faces of a cell, and a prime for the new time. The density updates are

\[
p'=p-\frac{\Delta t}{h}(F_{p,R}-F_{p,L})+\Delta g,\qquad
n'=n-\frac{\Delta t}{h}(F_{n,R}-F_{n,L})+\Delta g,
\]

where \(\Delta g\) is the number of pairs created per volume in the step. Subtract the second from the first and multiply by \(qh\). Generation cancels, and with \(J_c=q(F_p-F_n)\),

\[
qh[(p'-n')-(p-n)]=-\Delta t\,(J_{c,R}-J_{c,L}).
\]

By Gauss's law the left side is \(\varepsilon[(E'_R-E_R)-(E'_L-E_L)]\). Divide by \(\Delta t\) and collect each face's terms:

\[
J_{c,R}+\varepsilon\frac{E'_R-E_R}{\Delta t}
=J_{c,L}+\varepsilon\frac{E'_L-E_L}{\Delta t}=J .
\]

To find \(J\), average over faces with weights \(hw_j/W\), denoted by angle brackets. The average field is \(V/W\), so

\[
J=\langle J_c\rangle+\frac{\varepsilon}{W}\frac{V'-V}{\Delta t}.
\]

Insert \(V'=V_s-RAJ\), multiply by \(W\Delta t/\varepsilon\), and move the terms in \(J\) to one side:

\[
J=\frac{V_s-V+(W\Delta t/\varepsilon)\langle J_c\rangle}
{RA+W\Delta t/\varepsilon}.
\]

The circuit is thus treated implicitly and sets no further limit in the argument below. For \(R=0\), where \(V=V_s\), the formula reduces to \(J=\langle J_c\rangle\), as in the two-cell case.

## The time-step restriction

**Positive densities.** In the new density of a cell, its own old density has the factor \(1-\Delta t\,s/h\), where \(s\) is the sum of outward speeds at its two faces. Inflow and generation are nonnegative. Hence \(\Delta t\,s/h\le1\) suffices. While \(E>0\), each carrier leaves through one face. If the field reversed inside a cell, both faces could drain it, which is why \(s\) is a sum.

**Positive field.** With \(E>0\), write \(J_c=\sigma_cE\), where the chord conductivity is

\[
\sigma_c=q\left(n_{\rm up}\frac{v_n}{E}+p_{\rm up}\frac{v_p}{E}\right)
\]

and "up" marks the donor cell. Current continuity then gives

\[
E'=E\left(1-\frac{\Delta t\,\sigma_c}{\varepsilon}\right)+\frac{\Delta t}{\varepsilon}J .
\]

If \(V\le V_s\) and \(J_c\ge0\), the circuit formula gives \(J\ge0\), and therefore \(V'\le V_s\) again. Both requirements are met by

\[
\boxed{\;\Delta t\left(\frac{\max s}{h}+\frac{\max\sigma_c}{\varepsilon}\right)\le1\;}
\]

with the maxima taken afresh at each step. Because carriers move when \(E>0\), the first term is positive, so \(\Delta t\,\sigma_c/\varepsilon<1\) strictly and \(E'>0\). Starting from \(n,p\ge0\), \(E>0\) and \(V\le V_s\), induction carries these properties through all steps.

In the first two-cell calculation, \(s/h=1\) and \(\max\sigma_c/\varepsilon=1\), so the chosen step \(0.5\) lay exactly at this limit. The rule is sufficient, not necessary, for positivity.

### Linear stability

Positivity does not by itself exclude growing ripples. Consider a uniform neutral state of density \(n_0\) and field \(E\), with small perturbations \(\delta n,\delta p\). Define

\[
c_a=\frac{v_a\Delta t}{h},\qquad
r_a=\frac{\Delta t\,qn_0v_a'(E)}{\varepsilon}.
\]

The hole flux changes by \(v_p\,\delta p_{\rm up}+n_0v_p'\,\delta E\). Its second part enters the update through \(\delta E_R-\delta E_L\), which Gauss's law replaces by \(qh(\delta p-\delta n)/\varepsilon\). Electron flux has the opposite sign and its donor is on the right. Therefore

\[
\begin{aligned}
\delta p_i'&=\delta p_i-c_p(\delta p_i-\delta p_{i-1})-r_p(\delta p_i-\delta n_i),\\
\delta n_i'&=\delta n_i-c_n(\delta n_i-\delta n_{i+1})-r_n(\delta n_i-\delta p_i).
\end{aligned}
\]

For a wave \(e^{\mathrm i\theta i}\), the vector \((\delta n,\delta p)\) is multiplied by

\[
G=\begin{pmatrix}
1-c_n(1-e^{\mathrm i\theta})-r_n&r_n\\
r_p&1-c_p(1-e^{-\mathrm i\theta})-r_p
\end{pmatrix}.
\]

Let \(r_n,r_p>0\), and use the scaled variables \(\sqrt{r_p}\,\delta n\) and \(\sqrt{r_n}\,\delta p\). The matrix becomes \(I-D-K\), with

\[
D=\begin{pmatrix}c_n(1-e^{\mathrm i\theta})&0\\0&c_p(1-e^{-\mathrm i\theta})\end{pmatrix},\quad
K=\begin{pmatrix}r_n&-\sqrt{r_nr_p}\\-\sqrt{r_nr_p}&r_p\end{pmatrix}.
\]

The determinant of \(K\) is zero and its trace is \(r_n+r_p\), so its eigenvalues are \(0\) and \(r_n+r_p\). Put \(\lambda=\max(c_n,c_p)<1\) and split:

\[
I-D-K=\lambda\left(I-\frac D\lambda\right)+(1-\lambda)\left(I-\frac K{1-\lambda}\right).
\]

The diagonal entries of the first bracket have the form \((1-a)+ae^{\pm\mathrm i\theta}\) with \(0\le a\le1\), and so have modulus at most 1. The second bracket has eigenvalues \(1\) and \(1-(r_n+r_p)/(1-\lambda)\), which lie between \(-1\) and \(1\) if \(r_n+r_p\le2(1-\lambda)\). A weighted average of two non-amplifying matrices does not amplify, hence

\[
\max(c_n,c_p)+\tfrac12(r_n+r_p)\le1
\]

is sufficient. For \(c_n=c_p=c\) it is also necessary: at \(\theta=\pi\) one eigenvalue is \(1-2c-r_n-r_p\), which must not fall below \(-1\). When the left side was set to 1.02 in this case, the computed modulus was 1.04.

For the speed law used here, \(v_a'=\mu_a/(1+\mu_aE/v_{s,a})^2\le v_a/E\). Thus \(r_n+r_p\le\Delta t\,\sigma_c/\varepsilon\), and the boxed rule satisfies the stability bound. This is a statement about small waves on a uniform state, not a proof of convergence for every nonlinear solution. It also needs \(v_a'\ge0\). In a material whose speed falls with field strongly enough to make \(r_n+r_p<0\), long waves have a factor near \(1-(r_n+r_p)>1\) and grow.

### The algorithm

1. Compute face speeds and donor fluxes from the present field.
2. Choose \(\Delta t\) from the boxed rule; the calculations below use 0.9 of the limit.
3. Find \(J\) from the circuit formula.
4. Update the densities, adding equal numbers of generated electrons and holes.
5. Set \(V'=V_s-RAJ\) and solve Poisson's equation for \(E'\).
6. Compare \(J_c+\varepsilon(E'-E)/\Delta t\) with \(J\) at every face.

## What saturates

Suppose a very short flash creates a uniform pair density \(N\), with \(R=0\) and constant speeds \(u_n,u_p\). At time \(t\), holes have vacated a strip of width \(u_pt\) on the left, leaving charge density \(-qN\). Electrons have vacated \(u_nt\) on the right, leaving \(+qN\). The middle is neutral, with field \(E_m\). Moving outward, the field rises linearly above \(E_m\) across each strip, so the extra voltage is two triangular areas:

\[
V=WE_m+\frac{qN}{2\varepsilon}(u_p^2+u_n^2)t^2 .
\]

The strips meet at \(t_m=W/(u_n+u_p)\). Setting \(E_m=0\) there and using \(C=\varepsilon A/W\), the generated charge \(Q=qNWA\) is

\[
Q_c=2CV\frac{(u_n+u_p)^2}{u_n^2+u_p^2},
\]

or \(4CV\) for equal speeds. Over the same period the terminal current is

\[
J=\frac{qN}{W}\left[u_p(W-u_pt)+u_n(W-u_nt)\right],
\]

which does not contain the field. Screening lowers the current when it makes the carriers slower, not merely by lowering the field.

These formulas were tested with \(Q=Q_c/2\), speeds of \(8\times10^6\) and \(4\times10^6\) cm/s, and mobilities large enough to keep the speeds nearly constant. At \(0.7\,t_m\), the simulated field drop differed from the formula by 0.15% and the current by 0.21%.

Continuous light behaves differently. In a steady state without recombination, \(J_p=qgx\) and \(J_n=qg(W-x)\), so \(J=qgW\): every pair is collected. The limit is the existence of the steady state. For equal constant mobilities \(\mu\), Gauss's law becomes

\[
\varepsilon E\frac{dE}{dx}=\frac{qg}{\mu}(2x-W)
\;\Rightarrow\;
E^2=E_m^2+\frac{2qg}{\varepsilon\mu}\left(x-\frac W2\right)^2 .
\]

The lowest possible voltage has \(E_m=0\). Integrating the resulting \(E\propto|x-W/2|\) gives \(V=\sqrt{2qg/(\varepsilon\mu)}\,W^2/4\), and hence

\[
J_{\rm full}=\frac{8\varepsilon\mu V^2}{W^3}.
\]

This is the largest current at which every pair is collected, not a ceiling on the current itself. Under stronger light, carriers accumulate in the middle of the layer until an omitted process such as recombination intervenes. The terminal current can still rise, but it no longer keeps pace with the light.

## A germanium-on-silicon diode

Take \(W=800\) nm, \(A=200\ \mu\mathrm m^2\), relative permittivity 16, \(V_s=2\) V and \(R=50\ \Omega\). The electron and hole mobilities are 3900 and 1900 cm²/Vs, and both saturation speeds are \(6\times10^6\) cm/s. The light pulse has an rms duration of 1 ps, and the grid has 200 cells.

The dark field is \(2\ \mathrm V/800\ \mathrm{nm}=25\) kV/cm. The capacitance is 35.4 fF, so \(RC=1.77\) ps and the ideal collapse charge is \(4\times35.4\ \mathrm{fF}\times2\ \mathrm V=283\) fC. Since \(E>0\) keeps \(V\) positive, the current cannot exceed \(2\ \mathrm V/50\ \Omega=40\) mA.

In the table, "response" is peak current per generated charge relative to the 1 fC pulse, and \(t_{90}\) is the time from the pulse centre to collection of 90% of the charge.

| Charge (fC) | Peak (mA) | Response | \(t_{90}\) (ps) | Lowest field (kV/cm) |
|---|---|---|---|---|
| 1 | 0.097 | 1.000 | 12.3 | 24.9 |
| 100 | 9.49 | 0.977 | 12.6 | 13.1 |
| 200 | 18.2 | 0.936 | 13.4 | 3.8 |
| 400 | 29.8 | 0.768 | 18.7 | 0.62 |
| 800 | 36.4 | 0.468 | 33.1 | 0.24 |

At 200 fC the lowest field has fallen to 14–15% of its dark value, yet the response has lost only 6%. The two are not simultaneous: the lowest field comes after the current peak. At 400 fC the load drops \(29.8\ \mathrm{mA}\times50\ \Omega=1.49\) V, leaving 0.51 V on the diode. The lowest fields in the last two rows are comparable with the thermal voltage divided by the layer width, about 0.3 kV/cm. They are approximate values for the drift-only model. Diffusion changes them strongly: at 400 fC, the diffusion model described below raises the lowest field from about 0.6 to about 2 kV/cm.

Two comparisons at 400 fC separate the causes. With the load removed, the response is 0.994 of that circuit's own 1 fC value. With the load kept but space charge removed from Poisson's equation, it is 0.825. Together they give 0.768. Space charge alone therefore hardly affects the peak, although 400 fC exceeds \(Q_c\). The impulse formula suggests why: for equal speeds the fractional field drop is \((Q/Q_c)(t/t_m)^2\). With \(t_m\approx6.7\) ps, it is about 13% at 2 ps, early in the response, when the speeds are still nearly saturated. The load acts sooner by lowering the voltage, and since \(Q_c\propto V\), it also makes screening more effective.

No charge is lost in this compression. Over the sweep, the integrated terminal current matched the generated charge to \(10^{-9}\), the carrier count closed to \(1.4\times10^{-15}\) of the number generated, and the total current was uniform to \(6\times10^{-12}\) of its peak. All densities stayed nonnegative and all fields positive. For the 400 fC pulse, the peak was 29.77, 29.81 and 29.83 mA with 100, 200 and 400 cells. Other entries of the 200-cell table carry a mesh error larger than their last digit. Under refinement the lowest fields for 200, 400 and 800 fC fall to about 3.6, 0.56 and 0.22 kV/cm, peaks and responses move by up to 0.4% (the last two responses to 0.765 and 0.466), and \(t_{90}\) moves by up to 0.3 ps.

The dielectric term matters on coarse grids. For 800 fC and 40 cells, followed for 20 ps, the full rule kept the lowest field at \(+0.49\) kV/cm. Without that term it reached \(-4.0\) kV/cm, although the densities remained nonnegative, as in the second two-cell failure.

A steady 5 mA photocurrent gave a field profile within 0.011% of a separate solution of the steady equations.

### Comparison with a real device

The material values are rough room-temperature figures for germanium, and the geometry represents a small diode lit at normal incidence. In a real junction, \(V_s\) must be read as the applied reverse bias plus the built-in voltage, which is a few tenths of a volt. The 40 mA ceiling refers to this total. For the 400 fC pulse, halving both mobilities lowers the peak by 8.6% and lengthens \(t_{90}\) by 11%; this is the largest of the sensitivities computed here, but the saturation speeds and the total voltage were not varied. Halving either would matter more: the saturation speeds set the response at high field, and the voltage sets the current ceiling. Including diffusion inside the layer, but none through the contacts, changes the peak by about \(-2\%\) and \(t_{90}\) by \(-3.4\%\) on 100 cells; the second figure is affected by numerical diffusion and is nearer \(-4\%\) when that is reduced. This assumes a diffusion coefficient equal to the thermal voltage times \(v_a/E\), which falls as the field rises. Faster diffusion of carriers heated by the field, or loss of carriers to the wrong contact, would lower the peak further and could lengthen \(t_{90}\) instead. Light absorbed at 3000 cm⁻¹ from the electron-collecting side, at fixed total charge, changes the peak by \(-0.6\%\) and \(t_{90}\) by \(+1.0\%\). With a rough lifetime of 1 ns, \(t_{90}\) is about 2% of the lifetime, which sets the scale of recombination loss. The highest field in the sweep, 42 kV/cm, gives negligible impact ionization and tunnelling in rough estimates. The low-field electron mobility corresponds to a momentum relaxation time of about 0.27 ps. Scattering is faster at the high fields here, so this value does not describe carriers already near their saturation speed. Newly generated carriers still need a finite time to settle to the speed set by the local field, whereas the model assumes that they settle at once; the resulting error was not computed. Waveguide-fed diodes also absorb unevenly along their length, which a one-dimensional model cannot represent. Parasitic capacitance and contact resistance would have to be added to the circuit before comparing with a measured pulse.

The numerical output below gives the remaining values.

## Numbers as computed

```
Width 800 nm; area 200 um2
Supply 2.00 V; load 50 ohm; eps_r 16.0
Mobilities n,p: 3900, 1900 cm2/Vs
Saturation speeds n,p: 6.0e+06, 6.0e+06 cm/s
Pulse rms 1.0 ps; centre 6.0 ps
Dark field 25.00 kV/cm
Capacitance 35.42 fF; RC 1.77 ps
Full-width transit time 13.33 ps
Ideal impulse collapse charge 283.3 fC
Load current ceiling 40.0 mA
Pulse sweep, 200 cells; t90 counted from pulse centre:
Q 1 fC: peak 0.097 mA, relative response 1.000
  t90 12.27 ps, Emin 24.878 kV/cm, Vmin 1.995 V
Q 50 fC: peak 4.808 mA, relative response 0.990
  t90 12.40 ps, Emin 18.952 kV/cm, Vmin 1.760 V
Q 100 fC: peak 9.490 mA, relative response 0.977
  t90 12.58 ps, Emin 13.126 kV/cm, Vmin 1.525 V
Q 200 fC: peak 18.176 mA, relative response 0.936
  t90 13.44 ps, Emin 3.781 kV/cm, Vmin 1.091 V
Q 400 fC: peak 29.809 mA, relative response 0.768
  t90 18.70 ps, Emin 0.621 kV/cm, Vmin 0.510 V
Q 800 fC: peak 36.374 mA, relative response 0.468
  t90 33.12 ps, Emin 0.238 kV/cm, Vmin 0.181 V
400 fC absorbed optical energy 320.0 fJ at 1550 nm
400 fC relative response, space charge only (R=0): 0.994
400 fC relative response, load only: 0.825
400 fC time step range 40.86 to 63.76 fs
400 fC peak, 100/200/400 cells: 29.767/29.809/29.828 mA
Poisson relative error 3.9e-15; linearization 5.1e-08
Stability boundary: max root 1.000000, norm 1.000000
Root at stability sum 1.02: 1.040
Donor minimum/initial at 0.99,1.05 limit: 0.000, -0.050
Impulse errors: field drop 0.15 %, current 0.21 %
CW 5.0 mA: field error 0.011 %, current 4.1e-11 %
Sweep relative errors: terminal charge 9.9e-10, ledger 1.4e-15
Sweep current continuity error/peak 5.9e-12
800 fC, 40 cells: Emin guarded 0.488 kV/cm
  without dielectric limit -4.048 kV/cm
Neglected effects at 400 fC (material inputs rough):
Diffusion: peak -2.16 %, t90 -3.44 %
Absorption 3000 /cm: peak -0.64 %, t90 +0.96 %
Half mobilities: peak -8.57 %, t90 +10.72 %
Recombination scale t90/1 ns: 0.0187
Heating per pulse 2.941 mK; momentum relaxation 0.266 ps
Sweep maxima: field 41.64 kV/cm, density 3.12e+16 /cm3
At max field: ionizations per crossing 6.6e-14, tunnel exponent 97.8
Density/(5e18 /cm3) 0.0062; contact depletion 0.37 nm
```
